# Image force on a screw dislocation in a free plate

## What the nearest face alone gets wrong

A screw dislocation at depth \(d\) below the free surface of a thick crystal is drawn towards the surface with a force \(\mu b^2/(4\pi d)\) per unit length. In a plate of thickness \(h\) this cannot be right: at the midplane it predicts a finite pull towards one face, although both faces are equally near. Adding one image for the second face restores the symmetry, but each image then spoils the boundary condition on the opposite face. Repairing that damage requires infinitely many images, and their forces form a series whose value depends on the order of summation. A physical condition must fix the order.

The result is a force towards the face \(x=0\) of

\[
F=\frac{\mu b^2}{4h}\cot\frac{\pi d}{h}.
\]

## Setting and signs

The plate fills \(0<x<h\) and is infinite along \(y\) and \(z\). It is linear, isotropic and has shear modulus \(\mu\). The dislocation is straight, parallel to \(z\), and sits at \((d,0)\). Its only displacement is \(w(x,y)\) along \(z\), so

\[
\sigma_{xz}=\mu\,\partial_x w,\qquad \sigma_{yz}=\mu\,\partial_y w,\qquad \nabla^2w=0,
\]

the last equation being equilibrium. Two boundary conditions complete the problem:

1. The faces are free: \(\sigma_{xz}=0\) at \(x=0\) and \(x=h\).
2. No shear is applied far away: \(\sigma_{yz}\to0\) as \(y\to\pm\infty\).

The second is independent of the first, because a uniform \(\sigma_{yz}\) puts no traction on the faces.

In an infinite crystal \(w=b\theta/2\pi\), where \(\theta\) is the polar angle about the core. With \(X=x-d\) and \(r^2=X^2+y^2\), we have \(\partial_x\theta=-y/r^2\) and \(\partial_y\theta=X/r^2\), hence

\[
\sigma_{xz}=-\frac{\mu b}{2\pi}\frac{y}{r^2},\qquad
\sigma_{yz}=\frac{\mu b}{2\pi}\frac{X}{r^2}.
\]

For the force, let the cut in \(w\) run from the core towards \(-x\), with \(\theta\) between \(-\pi\) and \(\pi\). The upper side of the cut is then displaced by \(+b\) relative to the lower side. If the core advances by \(\delta x\), a new strip of cut slips by \(b\). The outward normal of the upper material is \(-y\), so its traction is \(-\sigma_{yz}\), and that of the lower material is \(+\sigma_{yz}\). The work done on the material is \(-\sigma_{yz}b\,\delta x\). This is the energy change, so

\[
F_x=b\,\sigma_{yz}.
\]

Here \(\sigma_{yz}\) is the stress at the core without the dislocation's own bulk field. The change of the image field during the step contributes only at second order in \(\delta x\).

## One face, then two

For the face \(x=0\) alone, place a screw of strength \(-b\) at \(x=-d\). On the face the real screw has \(X=-d\) and the image has \(X=+d\). Both have the same \(r\), so their \(\sigma_{xz}\) cancel. At the real core the image gives \(\sigma_{yz}=-\mu b/[2\pi(2d)]\), and

\[
F_x=-\frac{\mu b^2}{4\pi d},
\]

an attraction to the face.

With two faces, each image must itself be reflected, with reversed sign, in the other face. The reflections are \(x\to-x\) and \(x\to2h-x\). Applying both shifts a screw by \(\pm2h\) and restores its sign. The complete set is therefore

\[
+b\ \text{at}\ d+2nh,\qquad -b\ \text{at}\ -d+2nh,\qquad n=0,\pm1,\pm2,\dots
\]

The set is closed. Under \(x\to-x\), the point \(d+2nh\) goes to \(-d-2nh\), which belongs to the negative family. Under \(x\to2h-x\) it goes to \(-d+2(1-n)h\), which does so too. Every screw thus has a partner of opposite sign behind each face, and their \(\sigma_{xz}\) cancel there. None of the images lies inside the plate.

## Why the order of summation matters

At fixed \(y\), the contributions to \(\sigma_{xz}\) fall as \(1/n^2\). Their sum converges absolutely, so the faces are free in any order of summation. The contributions to \(\sigma_{yz}\) fall only as \(1/n\), and there the order matters.

Consider the force on the real screw. The positive image at \(d+2nh\) contributes \(-1/(2nh)\), and the negative one at \(-d+2nh\) contributes \(-1/(2d-2nh)\), both in units of \(\mu b^2/2\pi\). Taken together for the same \(n\ne0\),

\[
-\frac1{2nh}+\frac1{2nh-2d}
=\frac{-(2nh-2d)+2nh}{2nh(2nh-2d)}
=\frac{d}{2nh(nh-d)} .
\]

This falls as \(1/n^2\), so the paired sum converges absolutely.

Now suppose the positive family is summed symmetrically while the negative family is cut at \(-N\) and \(2N\). The surplus images add

\[
\Delta F_x\simeq\frac{\mu b^2}{2\pi}\sum_{n=N+1}^{2N}\frac1{2nh}
\;\longrightarrow\;\frac{\mu b^2}{4\pi h}\ln2 .
\]

The limit follows because the sum of \(1/n\) from \(N+1\) to \(2N\) tends to \(\int_N^{2N}dn/n=\ln2\). These images are infinitely far away in the limit, so their stress is the same throughout any finite part of the plate: a uniform \(\sigma_{yz}=\mu b\ln2/(4\pi h)\). The faces remain free, but condition 2 is violated. A direct sum at \(d/h=0.3\) gives a false force of 0.05516 in units of \(\mu b^2/h\), which agrees with \(\ln2/4\pi\).

## Summing the images

With both families cut at the same \(\pm N\), the positive images at \(n\) and \(-n\) cancel at the real core. What remains is

\[
F_x=-\frac{\mu b^2}{2\pi}\sum_n\frac1{2d-2nh}
=-\frac{\mu b^2}{4\pi h}\sum_n\frac1{a-n},\qquad a=\frac dh .
\]

Adding the terms \(n\) and \(-n\) gives

\[
\sum_n\frac1{a-n}=\frac1a+\sum_{n=1}^{\infty}\frac{2a}{a^2-n^2}.
\]

To evaluate this, expand \(\cos at\), with \(a\) not an integer, in a Fourier series on \([-\pi,\pi]\). Its coefficients are

\[
\begin{aligned}
A_n&=\frac2\pi\int_0^\pi\cos at\,\cos nt\,dt\\
&=\frac1\pi\left[\frac{\sin(a+n)\pi}{a+n}+\frac{\sin(a-n)\pi}{a-n}\right]\\
&=\frac{(-1)^n\sin\pi a}{\pi}\,\frac{2a}{a^2-n^2}.
\end{aligned}
\]

The constant term is \(A_0/2=\sin(\pi a)/(\pi a)\). The periodic continuation of \(\cos at\) is continuous at \(t=\pi\), so the series converges there to \(\cos\pi a\). Since \(\cos n\pi=(-1)^n\), the signs cancel:

\[
\cos\pi a=\frac{\sin\pi a}{\pi}\left[\frac1a+\sum_{n=1}^{\infty}\frac{2a}{a^2-n^2}\right].
\]

The bracket is therefore \(\pi\cot\pi a\), and

\[
\boxed{F_x=-\frac{\mu b^2}{4h}\cot\frac{\pi d}{h}}
\]

The minus sign means attraction to \(x=0\) when \(d<h/2\).

Stopping at \(|n|\le N\) omits terms that sum to about \(-2a/N\). The truncated force towards \(x=0\) is then too large by about \(\mu b^2d/(2\pi h^2N)\), so the convergence is slow.

## The remote condition is met

The same sum gives the whole field. Let \(Z=x+iy\). The bulk field is

\[
\sigma_{yz}+i\sigma_{xz}=\frac{\mu b}{2\pi}\frac{X-iy}{r^2}=\frac{\mu b}{2\pi}\frac1{Z-d}.
\]

The Fourier argument holds for complex \(a\) as well, so the symmetric sum of \(1/(u-2nh)\) is \((\pi/2h)\cot(\pi u/2h)\). Hence

\[
\sigma_{yz}+i\sigma_{xz}=\frac{\mu b}{4h}\left[\cot\frac{\pi(Z-d)}{2h}-\cot\frac{\pi(Z+d)}{2h}\right].
\]

As \(y\to+\infty\) both cotangents tend to \(-i\), and as \(y\to-\infty\) both tend to \(+i\). They cancel at each end, leaving a remainder of order \(e^{-\pi|y|/h}\). The symmetric sum is therefore the one without remote shear.

It is also the only such solution. The difference of two solutions has a single-valued harmonic \(w\) with \(\partial_xw=0\) on the faces. It is a combination of \(A+By\) and \(\cos(m\pi x/h)\,e^{\pm m\pi y/h}\). Requiring the stress to vanish at both ends removes everything but the constant \(A\).

## A derivation that does not assume images

Equilibrium allows a stress function \(\phi\) with \(\sigma_{xz}=\partial_y\phi\) and \(\sigma_{yz}=-\partial_x\phi\). A free face has constant \(\phi\). The difference between the two constants is the net shear force across the plate, which is zero here, so \(\phi=0\) on both faces. The bulk field corresponds to \(\phi=-(\mu b/2\pi)\ln r\), so \(\nabla^2\phi=-\mu b\,\delta(x-d)\delta(y)\).

After a Fourier transform along \(y\) with wavenumber \(k>0\), the solution for \(x<d\) is

\[
\tilde\phi=\frac{\mu b}{k}\frac{\sinh kx\,\sinh k(h-d)}{\sinh kh},
\]

and for \(x>d\) the roles of \(x\) and \(d\) are exchanged. The slope drops by \(\mu b\) at \(x=d\), as the source demands. The bulk part has equal and opposite slopes on the two sides, so the mean slope belongs to the images:

\[
\frac{\mu b}{2}\,\frac{\cosh kd\,\sinh k(h-d)-\sinh kd\,\cosh k(h-d)}{\sinh kh}
=\frac{\mu b}{2}\,\frac{\sinh k(h-2d)}{\sinh kh}.
\]

Transforming back at \(y=0\) gives the force towards \(x=0\),

\[
F=\frac{\mu b^2}{2\pi}\int_0^\infty\frac{\sinh k(h-2d)}{\sinh kh}\,dk .
\]

For \(d<h/2\), expand \(1/\sinh kh=2\sum_{m\ge0}e^{-(2m+1)kh}\). The integrand becomes a sum of positive terms \(e^{-2k(d+mh)}-e^{-2k[(m+1)h-d]}\), which may be integrated one by one:

\[
F=\frac{\mu b^2}{4\pi}\sum_{m=0}^\infty\left[\frac1{d+mh}-\frac1{(m+1)h-d}\right].
\]

These are the negative images, taken alternately from the two sides. The boundary conditions have supplied the order of summation.

The transformed boundary problem was also solved numerically at \(d/h=0.05,\,0.2,\,0.37,\,0.5\) and \(0.8\). The largest departure from the cotangent was \(5\times10^{-13}\,\mu b^2/h\).

## Energy

The elastic energy outside a core of radius \(r_0\ll d,\,h-d\) is half the work done on the cut, which here runs from \(x=0\) to \(d-r_0\):

\[
E=-\frac b2\int_0^{d-r_0}\sigma_{yz}(x,0)\,dx .
\]

This leaves out the traction on the core circle, which adds \((\mu b^2r_0/8h)\cot(\pi d/h)\) to first order in \(r_0\). That term vanishes with \(r_0\), and it cancels the first-order difference between the two logarithms below, so the second of them is the more accurate. Since \(\int\cot(\pi u/2h)\,du=(2h/\pi)\ln|\sin(\pi u/2h)|\), the two contributions at \(x=0\) cancel and

\[
E=-\frac{\mu b^2}{4\pi}\ln\frac{\sin(\pi r_0/2h)}{\sin[\pi(2d-r_0)/2h]}
\simeq\frac{\mu b^2}{4\pi}\ln\left[\frac{2h}{\pi r_0}\sin\frac{\pi d}{h}\right].
\]

Differentiating the second logarithm gives \(-dE/dd=-(\mu b^2/4h)\cot(\pi d/h)\), the force found above. Integrating the energy density over the plate for \(\mu=b=h=1\), \(d=0.3\), \(r_0=0.001\) gives 0.496901, as does the second logarithm; the first, without the core term, gives 0.496810. The numerical slope is 0.18164, equal to the cotangent force to the digits given.

## Two limits

**Near a face.** For small \(u\), \(\cot u\simeq(1-u^2/2)/[u(1-u^2/6)]\simeq(1-u^2/3)/u\). Therefore

\[
F\simeq\frac{\mu b^2}{4\pi d}\left[1-\frac13\left(\frac{\pi d}{h}\right)^2\right].
\]

The far face weakens the pull at second order in \(d/h\).

**Near the midplane.** Put \(d=h/2+\epsilon\). Then \(\cot(\pi/2+\pi\epsilon/h)\simeq-\pi\epsilon/h\), and

\[
F_x\simeq+\frac{\pi\mu b^2}{4h^2}\,\epsilon .
\]

The force grows with the displacement and points along it, so the midplane is an unstable equilibrium.

## Example: an aluminium foil

Take a free foil with (001) faces and a screw along [110]. The inputs are set to \(\mu=26\) GPa and \(b=0.286\) nm, which are roughly those of aluminium. The chosen geometry is \(h=200\) nm and \(d=40\) nm. Since 1 GPa nm = 1 N/m,

\[
\frac{\mu b^2}{4h}=\frac{26\times0.286^2}{800}\ \text{N/m}=2.658\ \text{mN/m}.
\]

With \(\cot(0.2\pi)=1.3764\), the force towards the near face is \(F=3.66\) mN/m, or 0.0228 eV/nm². The equivalent shear stress is \(F/b=12.8\) MPa.

The half-space formula gives 4.23 mN/m, 15.6 % above the plate value. Symmetric image sums to \(|n|=1\), 10 and 100 give 3.88, 3.69 and 3.66 mN/m, approaching the limit from above as the truncation estimate requires.

The screw glides on a \(\{111\}\) plane inclined to the faces. The glide direction \([1\bar1\bar2]/\sqrt6\) has a component \(2/\sqrt6=0.8165\) along the foil normal, so the glide stress is \(0.8165\times12.79=10.4\) MPa. Against a rough friction stress \(\tau_f=2\) MPa, the dislocation moves outwards. It does so from any depth below

\[
d^*=\frac h\pi\arctan\frac{0.8165\,\mu b}{4h\tau_f}\approx84\ \text{nm}.
\]

In this model a central band about 33 nm wide remains in which friction holds the screw.

The energy at 40 nm is 0.56 eV per nanometre of line below that at the midplane. At 300 K the thermal energy is 0.026 eV, so heat hardly blurs this energy difference for a straight line many nanometres long.

## What a real foil changes

Thicknesses of this order are used in transmission electron microscopy. Each correction below is for the same \(h\) and \(d\), relative to 3.66 mN/m.

**Oxide.** Aluminium carries a native oxide, so its faces are not truly free. In a bonded film of thickness \(t\) and modulus \(\mu_o\), \(\tilde\phi\propto\sinh k(x+t)\). Continuity of \(\phi\) and of \(\partial_yw=-\partial_x\phi/\mu\) requires, at \(x=0\),

\[
\tilde\phi=\frac{\mu_o}{\mu}\frac{\tanh kt}{k}\,\partial_x\tilde\phi
\simeq\frac{\mu_ot}{\mu}\,\partial_x\tilde\phi\qquad(kt\ll1).
\]

For a screw at a depth much greater than \(t\), the effective free face thus lies a distance \(\mu_ot/\mu\) outside the metal. For rough values \(t=3\) nm and \(\mu_o=50\) GPa this is 5.8 nm. The full layered solution with both faces coated gives 3.11 mN/m, a drop of 15 %. This is the largest correction evaluated here. At depths well below \(t\), the relevant \(kt\) is large and \(\tanh kt\to1\). A bulk wave \(e^{kx}\) is then reflected with amplitude \((\mu_o-\mu)/(\mu_o+\mu)\), instead of the \(-1\) of a free face. For a stiffer oxide this is positive and, in the continuum model, the screw is repelled close to the interface. With the values above the force changes sign only at a depth near 1.2 nm (0.5 nm for \(\mu_o=35\) GPa, 2.4 nm for 80 GPa). This is comparable to the core width discussed below, where linear elasticity is not reliable, so the model suggests but does not establish that the screw stops short of the oxide.

**Anisotropy.** For this orientation \(\sigma_{xz}=C_{44}\partial_xw\) and \(\sigma_{yz}=C'\partial_yw\), with \(C'=(C_{11}-C_{12})/2\). Equilibrium reads \(C_{44}\,\partial_x^2w+C'\,\partial_y^2w=0\), so \(w\) is harmonic in the coordinates \(x\) and \(Y=y\sqrt{C_{44}/C'}\), and depths are unchanged. The energy acquires the modulus \(\sqrt{C_{44}C'}\) in place of \(\mu\). Setting \(C_{11},C_{12},C_{44}\) to 107, 61 and 28 GPa, roughly the values of aluminium, gives 25.4 GPa and lowers the force by 2.4 %.

**Twist.** The dislocation stress carries a moment about \(z\), which integration by parts turns into \(M=2\int\phi\,dA\). The integral of \(\phi\) over \(y\) is a triangle in \(x\) of height \(\mu b\,d(h-d)/h\), so \(M=\mu b\,d(h-d)\). A strip of width \(W\gg h\) with free ends has torsional rigidity \(D=\mu h^3W/3\) and relaxes by \(M^2/2D\). The resulting force, \(3\mu b^2d(h-d)(h-2d)/(h^3W)\), points away from the near face. For \(W=20\) µm it is 0.8 % of \(F\). Clamped ends suppress it.

**Core splitting.** For a rough width \(s=0.8\) nm, symmetric splitting acts at order \((s/d)^2\), which is 0.04 % here. The coefficient is below one: for a single free face and a Poisson ratio of 0.35 it is about 1/6, mostly from the edge components of the partials. The estimate fails when \(d\) approaches \(s\).

Two further assumptions are not sized here. A dislocation that is curved, or that runs from face to face, is not a straight line at constant depth. A foil attached to a substrate has a different boundary condition on that side, and the cotangent no longer applies. The numerical output below lists the input values used for the foil.

## Numbers as computed

```
largest gap, Fourier vs cotangent (mu=b=h=1): 5.2e-13
energy at d=0.3, core 0.001: quadrature 0.496901
energy at d=0.3, core 0.001: log formula 0.496901
energy slope at d=0.3: 0.18164
cotangent force at d=0.3: 0.18164
false force from lopsided cutting: 0.05516
shear modulus mu: 26.0 GPa
Burgers vector b: 0.286 nm
foil thickness h: 200 nm
depth d: 40 nm
prefactor mu b^2/(4h): 2.658 mN/m
cot(pi d/h): 1.3764
force towards near face: 3.659 mN/m
same force: 0.02284 eV/nm^2
equivalent shear stress F/b: 12.79 MPa
half-space force: 4.231 mN/m
half-space excess: 15.6 %
image sum to |n| = 0: 4.231 mN/m
image sum to |n| = 1: 3.878 mN/m
image sum to |n| = 10: 3.691 mN/m
image sum to |n| = 100: 3.662 mN/m
energy below midplane value: 0.561 eV/nm
thermal energy at 300 K: 0.0259 eV
glide component factor: 0.8165
glide stress at d: 10.45 MPa
friction stress (rough): 2.0 MPa
escape depth limit: 83.6 nm
width of central pinned band: 32.8 nm
C11, C12, C44 (rough): 107, 61, 28 GPa
anisotropic effective modulus: 25.38 GPa
force change, anisotropy: -2.4 %
oxide thickness per face (rough): 3.0 nm
oxide shear modulus (rough): 50 GPa
force with oxide: 3.107 mN/m
force change, oxide: -15.1 %
foil width W: 20 um
opposing force from free twist: 0.0306 mN/m
twist force relative to F: 0.84 %
core splitting s (rough): 0.8 nm
order of splitting effect (s/d)^2: 0.040 %
```
